\section*{Sorting defect levels from band states by participation ratio and cell size}

\section{Two numbers that point the wrong way}

A model vacancy orbital in a supercell of 64 cations gives a state with inverse participation ratio $P=0.88$. In 512 cations it still has $P=0.71$. A second vacancy gives only $P=0.12$ in the smaller cell. The natural reading is that the first level is localised and the second is not. In the infinite crystal the reverse is true: by 262144 cations the first has spread over many states, with an average $P=0.0018$, while the second has settled at $0.287$. A threshold on $P$ in one cell fails here, and so does a comparison of these two small cells.

For a normalised orbital with amplitudes $c_i$ in an orthonormal local basis,
\begin{equation}
P=\sum_i |c_i|^4,\qquad \sum_i|c_i|^2=1 .
\end{equation}
Since $|c_i|^4\le|c_i|^2$, $P\le1$. For $M$ orbitals the Cauchy--Schwarz inequality gives $1=(\sum_i|c_i|^2)^2\le M\sum_i|c_i|^4$, so $P\ge1/M$. The size of $P$ says roughly over how many orbitals a state is spread, but not whether that number is set by the defect or by the cell.

Growth of the cell separates the two. If a bound orbital keeps its amplitudes as the number $N$ of host sites grows, $P$ tends to a constant. If a band state has $|c_i|^2=u_i/N$ with bounded $u_i$, then $P=\langle u^2\rangle/N$, which falls as $1/N$ once $\langle u^2\rangle$ has settled. This suggests the exponent
\begin{equation}
\alpha=-\frac{\ln(P_2/P_1)}{\ln(N_2/N_1)},
\end{equation}
with limits 0 for a bound level and 1 for a band state. I call a state localised for $\alpha<0.25$, band-like for $\alpha>0.75$ and undecided between. These cuts are conventions. What has to be found is when the limits are visible.

\section{A degenerate level has no unique $P$}

The first difficulty appears without any defect. A diagonalization may return any orthonormal basis of a degenerate level, and $P$ depends on the choice. For an eightfold bulk level in a cell of 216 sites, 200 random rotations gave $NP$ between 1.64 and 3.36.

For an $m$-fold level use instead
\begin{equation}
\rho_i=\frac1m\sum_{a=1}^m|c_{ia}|^2,\qquad
P_{\rm level}=\sum_i\rho_i^2 .
\end{equation}
A unitary rotation among the $m$ states leaves $\sum_a|c_{ia}|^2$ unchanged, because it is the diagonal element of the projector on the level. For a bulk level one may choose plane waves, each with $|c_{ia}|^2=1/N$. Hence $\rho_i=1/N$ and $P_{\rm level}=N(1/N)^2=1/N$. The same 200 rotations gave $NP_{\rm level}=1.0000$.

\section{A vacancy whose infinite-crystal answer is known}

To judge the classification we need a case with an independent answer. Take one orbital per cation on an fcc lattice with neighbour distance $d$, hopping $-t$ and on-site energy $12t$. The supercell has $L$ primitive cells along each primitive vector, so $N=L^3$, and is sampled at $\Gamma$. The lattice is rigid and there is one electron.

The twelve neighbours form six pairs $\pm\mathbf R_j$, namely $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and their three differences. The host energies are
\begin{equation}
x_{\mathbf k}=12t-t\sum_{j=1}^{6}\left(e^{i\mathbf k\cdot\mathbf R_j}+e^{-i\mathbf k\cdot\mathbf R_j}\right)
=2t\sum_{j=1}^{6}(1-\cos\mathbf k\cdot\mathbf R_j),
\end{equation}
with the band bottom at zero. A vacancy orbital of energy $e_d$ sits at an oxygen site and couples by $V$ to its four cations, at $0,\mathbf a_1,\mathbf a_2,\mathbf a_3$. Its coupling to plane wave $\mathbf k$ is $Vf_{\mathbf k}/\sqrt N$, where $f_{\mathbf k}=1+\sum_{j=1}^3e^{-i\mathbf k\cdot\mathbf a_j}$. The differences between these four positions are the six vectors $\mathbf R_j$, so
\begin{equation}
|f_{\mathbf k}|^2=4+2\sum_{j=1}^{6}\cos\mathbf k\cdot\mathbf R_j
=4+2\left(6-\frac{x_{\mathbf k}}{2t}\right)=16-\frac{x_{\mathbf k}}t .
\end{equation}
As the left side cannot be negative, $x_{\mathbf k}\le16t$; phases $(\pi,\pi,0)$ make $f=0$ and reach this upper edge.

Let $c_d$ be the vacancy amplitude and $b_{\mathbf k}$ the plane-wave amplitudes. The Schr\"odinger equation reads
\begin{align}
(E-x_{\mathbf k})b_{\mathbf k}&=\frac{V}{\sqrt N}f_{\mathbf k}c_d,\\
(E-e_d)c_d&=\frac{V}{\sqrt N}\sum_{\mathbf k}f_{\mathbf k}^*b_{\mathbf k}.
\end{align}
Solving the first line for $b_{\mathbf k}$ and inserting it in the second gives, for $c_d\ne0$,
\begin{equation}
E-e_d=\Sigma(E),\qquad
\Sigma(E)=\frac{V^2}{N}\sum_{\mathbf k}\frac{|f_{\mathbf k}|^2}{E-x_{\mathbf k}} .
\label{sec}
\end{equation}
Normalisation, $|c_d|^2+\sum_{\mathbf k}|b_{\mathbf k}|^2=1$, fixes the vacancy weight:
\begin{equation}
Z=|c_d|^2=\left[1+\frac{V^2}{N}\sum_{\mathbf k}\frac{|f_{\mathbf k}|^2}{(E-x_{\mathbf k})^2}\right]^{-1}.
\end{equation}
The site amplitudes are $c_{\mathbf R}=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}b_{\mathbf k}$, a Fourier transform, and $P=Z^2+\sum_{\mathbf R}|c_{\mathbf R}|^4$. Full diagonalization in real space at $L=8$, for the four defects below, agreed within $2\times10^{-11}$ eV in energy and $3\times10^{-10}$ in $P$.

\section{A level below the band edge need not be bound}

Position in the gap seems to offer a shortcut. Define $F(E)=E-e_d-\Sigma(E)$. For $E<0$ its slope is $1/Z>0$, and $F\to-\infty$ as $E\to-\infty$. A root below the band therefore exists if and only if $F$ becomes positive as $E\to0^-$.

In a finite cell the $\mathbf k=0$ term, with $|f_0|^2=16$, contributes $-16V^2/(NE)$ to $F$. This tends to $+\infty$ as $E\to0^-$. Every finite cell thus has a level below the bulk edge, whatever $e_d$ is.

In the infinite crystal the sum becomes an integral. Near the bottom $x\propto k^2$, and $\int d^3k/k^2$ converges there. With $\langle\cdot\rangle$ the average over the Brillouin zone,
\begin{equation}
-\Sigma(0)=V^2\left\langle\frac{16-x/t}{x}\right\rangle
=V^2\left(16\left\langle\frac1x\right\rangle-\frac1t\right).
\end{equation}
Write $x=12t(1-\lambda)$, where $\lambda$ is the mean of the six cosines. Then $\langle1/x\rangle=W/(12t)$, with the fcc Watson integral $W=\langle1/(1-\lambda)\rangle=1.34466$. The condition $-e_d-\Sigma(0)>0$ becomes
\begin{equation}
e_d<e_c=\frac{V^2}{t}\left(\frac{4W}{3}-1\right).
\end{equation}
For $t=0.06$ eV and $V=0.10$ eV this is $0.1667\times0.7929=0.132$ eV; extrapolated lattice sums give the same value. For $V=0.03$ eV, $e_c=0.012$ eV. The threshold lies above the band bottom because the coupling pushes the vacancy level down.

With $V=0.10$ eV, consider a deep level ($e_d=-0.50$ eV), a shallow one ($0.10$ eV) and an unbound one ($0.20$ eV). At $L=4$ the unbound case has a level 17 meV below the edge, deeper than the true 11 meV binding of the shallow case. Its fate follows from separating the $\mathbf k=0$ term. As $E\to0$ the rest of $\Sigma$ tends to $-e_c$, so
\begin{equation}
0\simeq-(e_d-e_c)-\frac{16V^2}{NE}
\quad\Longrightarrow\quad
E\simeq-\frac{16V^2}{N(e_d-e_c)} .
\end{equation}
At $L=64$ this gives $0.16/(262144\times0.0679)=9\times10^{-6}$ eV. The computed depth is 0.897 of the law at $L=32$ and 0.946 at $L=64$. The deficit halves as $L$ doubles, as expected from leaving out a region of width $\propto1/L$ around $\mathbf k=0$ in $\int d^3k/k^2$.

The amplitude ratio $b_0/c_d=4V/(\sqrt N E)\simeq-\sqrt N(e_d-e_c)/(4V)$ grows with $N$, so the state becomes the uniform wave and
\begin{equation}
Z\simeq\frac{16V^2}{N(e_d-e_c)^2},\qquad P\to\frac1N .
\end{equation}
At $L=64$, $NP=1.007$. The vacancy part $Z^2$ falls as $1/N^2$, which helps to make $\alpha$ slightly larger than 1 in smaller cells: it is 1.04, 1.11, 1.05 and 1.01 for successive doublings from $L=4$.

\section{A bound level needs room for its tail}

For the deep level $P=0.92$ in every cell. The shallow level starts at $P=0.12$ and reaches $0.287$. To see what controls this, write $16-x/t=(16-E/t)+(E-x)/t$, which gives
\begin{equation}
\Sigma(E)=V^2\left[\frac1t+\left(16-\frac Et\right)g_L(E)\right],\quad
g_L(E)=\frac1N\sum_{\mathbf k}\frac1{E-x_{\mathbf k}} .
\end{equation}
All the dependence on cell size is in $g_L$. Expand $1/(E-x_{\mathbf k})=\sum_{\mathbf R}G(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$, with $G$ the infinite-crystal Green function. Summing over the supercell's wave vectors keeps the lattice vectors $\mathbf T$ that connect periodic images:
\begin{equation}
g_L(E)=\sum_{\mathbf T}G(\mathbf T).
\end{equation}
The term $\mathbf T=0$ is the infinite-crystal result and the others are the error.

Near the edge, $x\simeq t\sum_{j=1}^6(\mathbf k\cdot\mathbf R_j)^2$. By cubic symmetry the twelve neighbours give $\sum(\mathbf k\cdot\mathbf R)^2=12k^2d^2/3$, and the six pairs half of that, so $x\simeq2td^2k^2$. Hence $G\propto-e^{-\kappa R}/R$ with $2td^2\kappa^2=-E$, and the nearest images, at distance $Ld$, give an error proportional to $e^{-\kappa Ld}/L$. Beyond the parabolic region, put $\mathbf k=i\boldsymbol\kappa$ along a neighbour direction. One pair then has $|\boldsymbol\kappa\cdot\mathbf R_j|=\kappa d$, one has 0 and four have $\kappa d/2$:
\begin{equation}
E=12t-2t\left[\cosh\kappa d+1+4\cosh(\kappa d/2)\right].
\end{equation}
At $E=-0.05$ eV this gives $\kappa d=0.639$; the decay of the error between $L=12$ and 18 gives 0.641.

The shallow level has $1/\kappa=1.27$ nm, while the $L=4$ cell edge is 1.53 nm. The share of the orbital in the uniform wave is $|b_0|^2=16V^2Z/(NE^2)$. At $L=4$ it is $0.16\times0.331/(64\times0.0364^2)=0.62$; at $L=64$ it is 0.003. The small cell therefore turns most of the bound orbital into a constant background, and $P$ is too low.

Over the doublings from $L=4$, $P$ rises and $\alpha$ is negative, $-0.27$ from $L=8$ to 16. The label ``localised'' is right, but $P=0.261$ at $L=16$ is still 9\% below its limit. A trustworthy value of $P$ needs $\alpha$ close to zero, not merely below 0.25, and it needs this in cells several decay lengths wide. From $L=4$ to 5, $P$ barely changes (0.120 to 0.119), yet it is less than half its limit.

\section{A resonance looks bound until its width is resolved}

The state that opened the discussion has $e_d=0.22$ eV and $V=0.03$ eV. It lies inside the band and far above its threshold of 0.012 eV. In the infinite crystal the self-energy just above the real axis has
\begin{equation}
\operatorname{Im}\Sigma(E+i0)=-\pi V^2\left(16-\frac Et\right)\rho(E),
\end{equation}
where $\rho$ is the host density of states per site. If this and the real part vary slowly, the vacancy weight has the Lorentzian distribution
\begin{equation}
A(E)=\frac1\pi\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},\quad
\Gamma=2\pi V^2\left(16-\frac{E_r}t\right)\rho(E_r).
\end{equation}
With $E_r=0.212$ eV and $\rho=0.255$ per eV and site from a fine mesh (the $L=64$ levels alone give 0.259), $\Gamma=2\pi\times0.0009\times12.47\times0.255\approx0.018$ eV. The quartiles of a Lorentzian lie at $E_r\pm\Gamma/2$, so their separation is an independent measure of $\Gamma$. From the discrete levels at $L=64$ it is 18.1 meV.

A finite cell offers discrete host levels. If the gap $\delta$ between them is much larger than $\Gamma$, one state can hold most of the vacancy weight and looks localised. If $\delta\ll\Gamma$, many states share the weight. Near the centre each receives, on average, roughly the weight in one gap, $Z\simeq A(E_r)\delta=2\delta/(\pi\Gamma)$, though single states scatter widely about this value. The widest gap near the centre is 120, 33, 9.9 and 2.0 meV for $L=8$, 16, 32 and 64. It passes below the 18 meV width between $L=16$ and 32, and $P$ falls from 0.121 to 0.0107 over that step.

The same estimate shows why following the heaviest single state is a poor choice. That state favours an unusually wide gap, so its weight depends on how the host levels happen to fall in each cell. No one state is the resonance, so average over its states $n$ with their vacancy weights:
\begin{equation}
\overline P=\frac{\sum_nZ_nP_n}{\sum_nZ_n}.
\label{avg}
\end{equation}
Here the sum covers the gaps that touch the interval $e_d\pm0.03$ eV. This interval is a convention, and the value of $\overline P$ depends somewhat on it. The exponents for successive doublings from $L=4$ are 0.10, 0.85, 1.16 and 0.86. They still fluctuate, and a contribution $Z^2\propto\delta^2$ can fall faster than $1/N$. At $L=64$ the mean of $Z_n$, weighted as in (\ref{avg}), is 0.0315. A mean square is at least the square of the mean, so the terms $Z_n^2$ supply at least $0.0315^2=0.0010$ of $\overline P=0.0018$. In fact they supply about 99\% of it, since the host part is only about $3.7/N\simeq1.4\times10^{-5}$. The final $1/N$ regime, in which the host part dominates, has not been reached. The decline is clear; its limiting exponent is not yet measured.

\section{The resulting procedure}

Each failure supplies one part of the scheme.
\begin{enumerate}
\item Group degenerate levels and use $P_{\rm level}$.
\item Align energies to the bulk band edge. Follow a split-off level singly; for a level inside the band use the average (\ref{avg}).
\item Fit $-\ln P$ against $\ln N$ over several cells and apply the cuts to the slope.
\item Accept ``localised'' for a split-off level when the cell spans several decay lengths and $P$ has stopped changing over several sizes. Two equal values are not enough, because $P$ can pass through a minimum: for a bound level just below threshold ($e_d=0.125$ eV, $V=0.10$ eV) it is 0.024 at both $L=16$ and 24, but 0.040 at $L=48$. Accept a verdict on a resonance when the level gaps are smaller than its width and the fit spans a wide range of sizes, because $\overline P$ fluctuates strongly from cell to cell: here it rises from 0.040 at $L=24$ to 0.143 at $L=25$.
\end{enumerate}
For six cells from $L=24$ to 64 the fitted exponents are 0.000 (deep), $-0.003$ (shallow), 1.02 (unbound) and 1.12 (resonant). All four labels agree with the criterion $e_d<e_c$, which uses no participation ratio. The resonant exponent is only indicative. Other sets of six cells over about the same range give 0.9 to 1.8, all sizes from 24 to 64 give 1.3, and at $L=24$ the widest gap, 19.7 meV, still slightly exceeds the width. The label is band-like in all these fits.

Such cells are far beyond ordinary first-principles work: in an oxide with two anions per cation, $L=4$ already means 192 atoms and $L=8$ means 1536. At those sizes the two-cell exponent of the resonance depends on the pair: from $L=4$ it is 0.90 to $L=5$, 1.11 to $L=6$, 0.18 to $L=7$ and 0.10 to $L=8$, so scaling alone can give either label. Its energy, 0.21 eV inside the bulk band, is then the better warning. In this model a level inside the band has a finite width wherever $(16-E/t)\rho(E)$ is nonzero. Energy and scaling are complementary: the first exposes this resonance, the second the unbound level below the edge.

\section{Beside a real high-k oxide}

The lattice constant (0.54 nm), band width (0.96 eV) and static permittivity (25) are rough values for CeO$_2$; $e_d$ and $V$ are chosen. One orbital per cation replaces seven 4f orbitals, so these are not levels of the real vacancy. One doubtful assumption is that no long-range Coulomb attraction acts on the electron. Screened by the static permittivity, a crude choice at 0.23 nm, a singly charged vacancy attracts an electron by 0.25 eV at the nearest cation. With this tail added and $e_d$ and $V$ held fixed, the unbound case has $P=0.033$ at $L=8$ and 0.046 at $L=12$: $\alpha=-0.28$, and the label changes to localised; $P$ settles at 0.047 from $L=16$, with the level 77 meV below the edge. A hydrogenic estimate gives 47 meV binding and a 0.6 nm radius, but it leaves out the vacancy orbital and the discrete lattice, so it indicates only the scale. The rigid lattice is doubtful too. A rough estimate of the lattice polarisation energy, about 0.7 eV, is comparable to the band energy $12t=0.72$ eV lost by confining an electron to one cation, so self-trapping can compete with band motion. Excess electrons in real CeO$_2$ are in fact known to form small polarons on cerium, which this model cannot describe. Finally, the shallow level's 11 meV depth is below the thermal energy at 300 K, 26 meV, and far below the 127 meV drop across its decay length at 1 MV/cm. Its zero-field label should not be carried over to a biased gate stack. The full size series is in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice constant 0.541 nm, cation spacing 0.3825 nm
hopping 0.060 eV, band width 0.960 eV
diagonalization check L=8: dE 1.7e-11 eV, dP 2.5e-10
bulk level L=6, degeneracy 8: N*P of single orbitals 1.64 to 3.36
  N*P of level-averaged density 1.0000
Watson integral W 1.344661
threshold e_c: V=0.10 eV 0.1321 eV, V=0.03 eV 0.0119 eV
  from k sums, V=0.10 eV: 0.1321 eV
image decay at -0.05 eV: kappa*d 0.6387, from cells 0.6413
cells: L=4 1.53 nm, L=8 3.06 nm, L=16 6.12 nm, L=32 12.24 nm, L=64 24.48 nm
deep: e_d -0.50 eV, V 0.10 eV
  L=4 N=64 E=-0.539273 eV Z=0.96 P=0.922
  L=8 N=512 E=-0.539152 eV Z=0.961 P=0.923 alpha=-0.001 localised
  L=16 N=4096 E=-0.539152 eV Z=0.961 P=0.923 alpha=-0.000 localised
  L=32 N=32768 E=-0.539152 eV Z=0.961 P=0.923 alpha=0.000 localised
  L=64 N=262144 E=-0.539152 eV Z=0.961 P=0.923 alpha=0.000 localised
  fit L=24 to 64: alpha=0.000 localised
shallow: e_d 0.10 eV, V 0.10 eV
  L=4 N=64 E=-0.036439 eV Z=0.331 P=0.12
  L=8 N=512 E=-0.015669 eV Z=0.38 P=0.149 alpha=-0.103 localised
  L=16 N=4096 E=-0.011245 eV Z=0.504 P=0.261 alpha=-0.269 localised
  L=32 N=32768 E=-0.011000 eV Z=0.529 P=0.287 alpha=-0.046 localised
  L=64 N=262144 E=-0.010999 eV Z=0.529 P=0.287 alpha=-0.000 localised
  fit L=24 to 64: alpha=-0.003 localised
unbound: e_d 0.20 eV, V 0.10 eV
  L=4 N=64 E=-0.017064 eV Z=0.103 P=0.0243
  L=8 N=512 E=-0.003052 eV Z=0.0286 P=0.00282 alpha=1.036 band
  L=16 N=4096 E=-0.000465 eV Z=0.00548 P=0.000281 alpha=1.109 band
  L=32 N=32768 E=-0.000065 eV Z=0.000851 P=3.16e-05 alpha=1.052 band
  L=64 N=262144 E=-0.000009 eV Z=0.000119 P=3.84e-06 alpha=1.013 band
  fit L=24 to 64: alpha=1.019 band
resonant: e_d 0.22 eV, V 0.03 eV (averages over the resonance)
  L=4 N=64 E=0.208349 eV Z=0.936 P=0.876
  L=8 N=512 E=0.209670 eV Z=0.842 P=0.709 alpha=0.102 localised
  L=16 N=4096 E=0.212944 eV Z=0.317 P=0.121 alpha=0.852 band
  L=32 N=32768 E=0.213337 eV Z=0.0896 P=0.0107 alpha=1.164 band
  L=64 N=262144 E=0.213469 eV Z=0.0315 P=0.00179 alpha=0.862 band
  fit L=24 to 64: alpha=1.122 band
unbound depth / limiting law: L=32 0.897, L=64 0.946
unbound N*P at L=64: 1.007
resonance centre 0.2120 eV, host density 0.259 /eV/site
resonance width: golden rule 18.22 meV, quartiles 18.10 meV
  widest shell gap near centre L=8: 120.00 meV
  widest shell gap near centre L=16: 33.00 meV
  widest shell gap near centre L=32: 9.89 meV
  widest shell gap near centre L=64: 1.98 meV
shallow decay length 1.267 nm
unbound case with +1 Coulomb tail: P 0.0325 (L=8), 0.0456 (L=12), alpha -0.279
Coulomb tail at nearest cation 0.246 eV (permittivity 25)
band-edge mass 2.17 m_e, hydrogenic binding 47.2 meV, radius 0.61 nm
lattice polarisation energy 0.66 eV (optical permittivity 6, radius 0.137 nm)
  band energy lost on one site 0.72 eV
thermal energy at 300 K 25.9 meV, shallow depth 11.00 meV
drop over shallow decay length at 1 MV/cm: 127 meV
\end{verbatim}
